# The curl of the current-induced force on atoms in a junction

Suppose the atoms of a current-carrying contact are relaxed, or a barrier for an atomic jump is computed, as if the electronic force were the slope of an energy surface. Two paths between the same end points can then give two different energy differences between those points, because the force may do net work on a closed path. In the chain treated below, two atoms taken once round a loop of radius 0.01 nm gain about 15 meV. The curl of the force says when this happens and how large the work is.

## Setting

The atoms are classical, with coordinates $R_i$. The electrons do not interact. A central region with Hamiltonian matrix $H(R)$, in a fixed orthonormal basis, is joined to leads $\alpha$ by couplings $\tau_\alpha$. Leads and couplings do not depend on $R$; a moving atom that touches a lead is counted in the central region. Write

$$M_i=\partial_iH,\qquad G=(E-H-\Sigma)^{-1},\qquad \Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger),$$

with $\Sigma=\sum_\alpha\Sigma_\alpha$ the retarded self-energy.

An incoming wave $\phi$ in lead $\alpha$ produces a central amplitude $\psi$. Eliminating the lead amplitudes from the Schrödinger equation leaves $(E-H-\Sigma)\psi=\tau_\alpha\phi$, so $\psi=G\tau_\alpha\phi$. Summing over incoming waves at energy $E$, with $\Gamma_\alpha=2\pi\tau_\alpha\delta(E-h_\alpha)\tau_\alpha^\dagger$ and $h_\alpha$ the lead Hamiltonian, gives

$$\sum_{n\in\alpha}\psi_n\psi_n^\dagger\,\delta(E-E_n)=\frac{A_\alpha}{2\pi},\qquad A_\alpha=G\Gamma_\alpha G^\dagger. \tag{1}$$

Thus $A_\alpha$ is the part of the spectral function fed by lead $\alpha$. If that lead fills its waves with probability $f_\alpha(E)$, and every electronic state is fed by some lead, the density matrix per spin and the mean force are

$$\rho=\int\frac{dE}{2\pi}\sum_\alpha f_\alpha A_\alpha,\qquad F_j=-g\,\mathrm{Tr}[\rho M_j], \tag{2}$$

with $g=2$ for spin. Repulsion between ion cores has a potential and adds no curl. The quantity sought is $\omega_{ij}=\partial_iF_j-\partial_jF_i$.

## First derivation: differentiate the force

Differentiating $GG^{-1}=1$ gives $\partial_iG=-G(\partial_iG^{-1})G=GM_iG$, because $\Sigma$ is fixed. Likewise $\partial_iG^\dagger=G^\dagger M_iG^\dagger$. Since $\Gamma_\alpha$ is fixed too,

$$\partial_iA_\alpha=GM_iA_\alpha+A_\alpha M_iG^\dagger .$$

The derivative of $F_j$ also contains $-g\,\mathrm{Tr}[\rho\,\partial_i\partial_jH]$, which is symmetric in $i,j$ and cancels in the curl. What remains is

$$\omega_{ij}=-g\int\frac{dE}{2\pi}\sum_\alpha f_\alpha\,(T_{ij}-T_{ji}),\qquad T_{ij}=\mathrm{Tr}[GM_iA_\alpha M_j]+\mathrm{Tr}[A_\alpha M_iG^\dagger M_j].$$

Pair the first term of $T_{ij}$ with the second of $T_{ji}$, and the second of $T_{ij}$ with the first of $T_{ji}$. Cyclic permutation gives

$$T_{ij}-T_{ji}=\mathrm{Tr}[M_iA_\alpha M_j(G-G^\dagger)]-\mathrm{Tr}[M_jA_\alpha M_i(G-G^\dagger)].$$

Now $G-G^\dagger=G\big[(G^\dagger)^{-1}-G^{-1}\big]G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger=-iA$, where $A=\sum_\alpha A_\alpha$. With $z=\mathrm{Tr}[M_iA_\alpha M_jA]$, the Hermitian conjugate of the product shows that $z^*=\mathrm{Tr}[M_jA_\alpha M_iA]$. Hence $T_{ij}-T_{ji}=-i(z-z^*)=2\,\mathrm{Im}\,z$, and

$$\omega_{ij}=-\frac g\pi\int dE\sum_{\alpha\beta}f_\alpha\,\mathrm{Im}\,\mathrm{Tr}[M_iA_\alpha M_jA_\beta].$$

Exchanging $\alpha$ and $\beta$ in the trace gives its complex conjugate, again by cyclicity. Terms with $\alpha=\beta$ are therefore real and drop out, and the two terms of each unequal pair have opposite imaginary parts:

$$\boxed{\;\omega_{ij}=-\frac g\pi\sum_{\alpha<\beta}\int dE\,(f_\alpha-f_\beta)\,\mathrm{Im}\,\mathrm{Tr}[M_iA_\alpha M_jA_\beta]\;} \tag{3}$$

For two leads one term is left, with $f_L-f_R$.

When all $f_\alpha$ are equal, (3) vanishes at every $R$. Zero bias must therefore mean equal chemical potentials and equal temperatures. The potential is then known: with $H_{\rm tot}$ the Hamiltonian of region and leads, $\rho$ is the central block of $f(H_{\rm tot})$, and the grand potential $\Phi=-g\,k_BT\,\mathrm{Tr}\ln[1+e^{-(H_{\rm tot}-\mu)/k_BT}]$ satisfies $\partial_j\Phi=g\,\mathrm{Tr}[f(H_{\rm tot})M_j]=-F_j$.

## Second derivation: energy absorbed from a slow circular motion

Let two coordinates circle about a fixed geometry, with displacements $a\cos\Omega t$ for $R_i$ and $a\sin\Omega t$ for $R_j$. To first order in $a$ the electrons feel

$$V(t)=\frac a2\left(M_+e^{-i\Omega t}+M_+^\dagger e^{i\Omega t}\right),\qquad M_+=M_i+iM_j .$$

The part of $H$ quadratic in the displacements, averaged over the unperturbed state, returns to its starting value after each cycle. It does no net work at order $a^2$.

The golden rule gives upward transitions $n\to m$ at the rate $(2\pi/\hbar)(a^2/4)|\langle m|M_+|n\rangle|^2\delta(E_m-E_n-\hbar\Omega)$, and downward ones with the same strength. With Pauli blocking, upward minus downward carries $f_n(1-f_m)-f_m(1-f_n)=f_n-f_m$. Each net transition takes $\hbar\Omega$ from the motion, and a cycle lasts $2\pi/\Omega$, so the prefactor per cycle is

$$g\,\hbar\Omega\cdot\frac{2\pi}{\Omega}\cdot\frac{2\pi}{\hbar}\cdot\frac{a^2}{4}=g\pi^2a^2 .$$

The sums over $n$ and $m$ follow from (1), which supplies $1/(4\pi^2)$. The energy absorbed per cycle is

$$Q=\frac{ga^2}{4}\int dE\sum_{\alpha\beta}\big[f_\alpha(E)-f_\beta(E+\hbar\Omega)\big]\mathrm{Tr}\big[M_+A_\alpha(E)M_+^\dagger A_\beta(E+\hbar\Omega)\big]. \tag{4}$$

Let $\Omega\to0$ and call the trace $B_{\alpha\beta}$. The sum becomes $\sum_{\alpha<\beta}(f_\alpha-f_\beta)(B_{\alpha\beta}-B_{\beta\alpha})$. With $z_{\alpha\beta}=\mathrm{Tr}[M_iA_\alpha M_jA_\beta]$, multiplying out $M_+$ and $M_+^\dagger$ gives

$$B_{\alpha\beta}=\mathrm{Tr}[M_iA_\alpha M_iA_\beta]+\mathrm{Tr}[M_jA_\alpha M_jA_\beta]-i(z_{\alpha\beta}-z_{\alpha\beta}^*).$$

The first two terms do not change when the leads are exchanged. The last equals $2\,\mathrm{Im}\,z_{\alpha\beta}$ and changes sign, because $z_{\beta\alpha}=z^*_{\alpha\beta}$. So $B_{\alpha\beta}-B_{\beta\alpha}=4\,\mathrm{Im}\,z_{\alpha\beta}$ and

$$Q\to ga^2\sum_{\alpha<\beta}\int dE\,(f_\alpha-f_\beta)\,\mathrm{Im}\,z_{\alpha\beta}.$$

What the electrons absorb, the atoms lose: the work on the atoms is $-Q$. By Stokes' theorem it is also $\omega_{ij}\pi a^2$ for a small loop run from $R_i$ towards $R_j$. Dividing by $\pi a^2$ returns (3).

The next order in $\Omega$ is friction. For equal occupations $f(E)-f(E+\hbar\Omega)\approx-\hbar\Omega f'(E)$, and the cross terms in $B$ cancel because $\mathrm{Tr}[M_iAM_jA]$ is real. A friction force $-\gamma\dot R$ costs $\pi a^2\Omega(\gamma_{ii}+\gamma_{jj})$ on the circle, since $\dot R_i\dot R_j$ averages to zero. Comparison with (4) gives

$$\gamma_{ii}=\frac{g\hbar}{4\pi}\int dE\,(-f')\,\mathrm{Tr}[M_iAM_iA]. \tag{5}$$

## What each derivation assumes

Both need independent electrons, leads untouched by the motion, and a fixed basis. Orbitals that move with the atoms would add terms to (2).

The first derivation takes the force at frozen atoms as a function of position. It needs no small amplitude and no property of $f_\alpha$ beyond its independence of $R$; the identity holds energy by energy. It says nothing about moving atoms.

The second never differentiates a Green function. It assumes a weak drive, stationary populations without coherence between incoming waves, and a continuous spectrum, with the amplitude made small before the frequency. In return it gives the friction that competes with the curl.

States bound in the region are fed by no lead. For a nondegenerate bound level $\varepsilon_b(R)$ with constant occupation $n_b$ per spin, the extra force is $-gn_b\partial_j\varepsilon_b$, a gradient, so (3) survives. The force is still a gradient if $n_b$ depends on $R$ only through $\varepsilon_b$, as a thermal occupation does. If $n_b$ varies with $R$ in another way, the bound level can add a curl of its own.

## The part played by the current

Take two leads and a Hamiltonian that is real throughout, leads and couplings included, as without a magnetic field or spin-orbit coupling. Then $G$ is a symmetric matrix and $A=-2\,\mathrm{Im}\,G$ is real, so $A_L=S_L+iK$ and $A_R=S_R-iK$, with $S_{L,R}$ real symmetric and $K$ real antisymmetric. Therefore

$$\mathrm{Im}\,\mathrm{Tr}[M_iA_LM_jA_R]=\mathrm{Tr}[M_iKM_jS_R]-\mathrm{Tr}[M_iS_LM_jK].$$

Transposing the last trace turns it into $-\mathrm{Tr}[M_iKM_jS_L]$. The right side is thus $\mathrm{Tr}[M_iKM_jA]$.

The matrix $K$ determines the bond currents. From $\dot\rho=-(i/\hbar)[H,\rho]$, electrons pass from site $n$ to site $m$ at the rate $(2/\hbar)\mathrm{Im}(H_{mn}\rho_{nm})$ per spin, which for waves from the left is $H_{mn}K_{nm}/(\pi\hbar)$ per unit energy. If $K$ vanishes at every energy where $f_L\neq f_R$, there is no curl. The converse fails, as the next case shows.

## A uniform chain

Let neighbouring sites be coupled by $-t\,e^{-q(d-d_0)}$, where $d$ is their distance and $d_0$ the spacing. At $d=d_0$ the band is $E=-2t\cos k$. Waves from the left are $e^{ikn}$, with density $dk/(2\pi\,dE)=1/(2\pi\cdot2t\sin k)$, so by (1)

$$A_L=\frac{|k\rangle\langle k|}{2t\sin k},\qquad A_R=\frac{|{-k}\rangle\langle{-k}|}{2t\sin k}.$$

Moving atom 1 to the right lengthens bond 0–1 and shortens bond 1–2. The entries of $M_1$ are thus $+qt$ and $-qt$ on these bonds; those of $M_2$ are $+qt$ on 1–2 and $-qt$ on 2–3. Each bond enters twice:

$$\langle{-k}|M_1|k\rangle=2qt\,(e^{ik}-e^{3ik})=-4iqt\sin k\;e^{2ik},$$

$$\langle k|M_2|{-k}\rangle=2qt\,(e^{-3ik}-e^{-5ik})=4iqt\sin k\;e^{-4ik}.$$

The trace in (3) is their product over $(2t\sin k)^2$, which is $4q^2e^{-2ik}$. Hence

$$\omega_{12}=\frac{4gq^2}{\pi}\int dE\,(f_L-f_R)\sin2k. \tag{6}$$

At half filling $k_F=\pi/2$, and a symmetric bias window gives zero curl although current flows. Below half filling, with electrons driven from left to right, $\omega_{12}>0$: the atoms gain energy when atom 2 follows atom 1 by a quarter cycle, so that the displacement pattern runs with the electrons. Above half filling the favoured sense reverses.

At zero temperature put $u=E/2t$. Then $\sin2k=-2u\sqrt{1-u^2}$ and $dE=2t\,du$, and for $g=2$

$$\omega_{12}=\frac{32q^2t}{3\pi}\left[(1-u_L^2)^{3/2}-(1-u_R^2)^{3/2}\right],\qquad u_{L,R}=\frac{\mu_{L,R}}{2t}.$$

For the friction, $\langle k|M_1|k\rangle=2qt(\cos k-\cos k)=0$, so two backscattering terms remain and $\mathrm{Tr}[M_1AM_1A]=2(4qt\sin k)^2/(2t\sin k)^2=8q^2$. By (5), $\gamma_{11}+\gamma_{22}=8\hbar q^2/\pi$. At low bias, with $eV=\mu_L-\mu_R$, (6) gives $\omega_{12}=(8q^2/\pi)\,eV\sin2k_F$, and

$$\frac{\text{gain}}{\text{friction loss}}=\frac{\omega_{12}}{\Omega(\gamma_{11}+\gamma_{22})}=\frac{eV\sin2k_F}{\hbar\Omega}. \tag{7}$$

## A stretched section

Take $t=2$ eV, $q=10$ nm$^{-1}$, $d_0=0.25$ nm, a Fermi energy of $-2$ eV from the band centre, a bias of 0.2 V and 300 K. Then $k_F=\pi/3$ and $\sin2k_F=0.866$. For the uniform chain at zero temperature, $u_L=-0.475$ and $u_R=-0.525$ give 44.1 eV/nm².

Now stretch the three bonds between sites 0 and 3 to 0.265 nm, which lowers their coupling to $2e^{-0.15}=1.72$ eV. Sites 0 and 3 stay fixed. The half-infinite chains add $-te^{ik}$ to the diagonal at sites 0 and 3, and $G$ is the inverse of a $4\times4$ matrix. At the Fermi energy the transmission is 0.996 and the trace has imaginary part $-384$ nm$^{-2}$. To first order in the bias,

$$\omega_{12}\approx-\frac2\pi\,(0.2\ \text{eV})(-384\ \text{nm}^{-2})=48.9\ \text{eV/nm}^2 .$$

Numerical integration of (3) over energy gives 48.8 eV/nm², or 7.8 N/m. The Landauer current, $(2e/h)\int dE\,(f_L-f_R)$ times the transmission, is 15.4 µA. With no voltage but the left lead at 600 K and the right at 300 K, (3) gives $-0.16$ eV/nm²: small, but not zero.

On a circle of radius 0.01 nm the central curl times the area $3.14\times10^{-4}$ nm² is 15.3 meV. Summing the force (2) along the circle at 24 equally spaced points gives 15.0 meV. By Stokes' theorem the mean curl over the disk is therefore about 2% below its central value.

For a vibration quantum of 15 meV, (5) gives $(\gamma_{11}+\gamma_{22})/\hbar=268$ nm$^{-2}$ and a loss of $268\times0.015\ \text{eV}\times3.14\times10^{-4}=1.26$ meV per turn. Gain exceeds loss by a factor of 12.2; the uniform estimate (7) gives 11.5. Formula (4), evaluated with the biased occupations at this frequency, gives a net gain of 14.07 meV, which matches 15.33 less 1.26. These are small-amplitude values scaled to the loop area. At the full radius of 0.01 nm the net gain is about 13.7 meV, since the loop work is 15.0 rather than 15.3 meV.

This loop is imposed. Whether equal masses would start such a motion unaided depends first on the stiffness matrix. Forces proportional to velocity also matter: friction, and under bias a force that does no net work on the circle. They shift the threshold found here and are left out of it. Take equal diagonal elements $s$ (here the bias makes them differ by under 2 eV/nm²) and off-diagonal elements $c\pm\omega_{12}/2$. The eigenvalues of the stiffness matrix are then $s\pm\sqrt{c^2-\omega_{12}^2/4}$. They become complex, and without velocity-dependent forces one motion grows, when $|\omega_{12}|$ exceeds the splitting $2|c|$ of the two modes. With a rough bond stiffness of 200 eV/nm², two atoms between fixed neighbours have $s=400$ and $c=-200$ eV/nm². The splitting is 400 eV/nm², and the curl is 0.12 of it. By this static criterion the pair does not run away; modes much closer in stiffness could.

## Beside a real contact

The parameters lie in the rough range of a monatomic metal chain in a break junction: spacings near a quarter of a nanometre, a few tenths of a volt, vibration quanta of order 10 meV. The loop radius is close to the thermal amplitude of the softer of the two modes, $\sqrt{k_BT/(200\ \text{eV/nm}^2)}=0.011$ nm. The filling of one third is a choice, and the result depends on it: a single half-filled band, the simplest picture of a monovalent metal, would give no curl in the uniform chain under a symmetric bias window. Real contacts also drop part of the voltage inside the chain. A linear drop of the full 0.2 V across the section, at fixed geometry, moves the curl from 48.79 to 48.81 eV/nm², and cooling to zero temperature without this drop gives 48.83. The profile of the drop matters more: with the whole 0.2 V on a single bond the curl lies between 47.7 and 49.2 eV/nm², depending on the bond. Further channels, such as those of $d$ electrons, self-consistent screening and the random forces that heat the atoms are outside the model, and their effect is not sized here.
